Hadronic versus muonic vacuum polarization in hydrogen S levels

**Question**

I can calculate the shift of a hydrogen S level from a muon loop in the Coulomb photon. For hadrons I am stuck. A loop of free quarks gives a term proportional to 1/m_q², which blows up for light quarks. I am told to use an "inverse moment of R", dominated by the ρ meson, and that the answer is about 0.67 times the muon value. Which moment is it, and where does its prefactor come from? When I insert the ρ as a sharp line I get only 0.45. Does the ratio depend on n?

**Answer**

The ratio does not depend on n at leading order. The number 0.67 is not a pure QED result, however: QED supplies the formula, and the hadronic moment must come from measured data or from lattice QCD. Below I derive the formula and then estimate the moment with a simple model.

I use ħ = c = 1 and α = e²/4π. The electron is nonrelativistic, the proton is a point charge Z = 1 (Z is kept in formulas), μ is the reduced mass, and the loop acts once, in first-order perturbation theory. R(s) is the cross section for e⁺e⁻ → loop particles at squared energy s, divided by

σ₀ = 4πα²/(3s),

the value for massless particles of unit charge and spin ½.

**1. A sharp vector state in R**

Take a spin-1 state of mass m, total width Γ and width Γ_ee into e⁺e⁻. The spin factor is 3/(2·2) = 3/4, and the beam momentum satisfies k² = m²/4. Near resonance, s − m² ≈ 2m(E − m), so

σ = (3/4)(π/k²) Γ_ee Γ/[(E−m)² + Γ²/4]
 = 12π Γ_ee Γ/[(s−m²)² + m²Γ²].

For small Γ, mΓ/[(s−m²)²+m²Γ²] → π δ(s−m²). Dividing by σ₀ gives

R = (12π²Γ_ee/m)(3m²/4πα²) δ(s−m²) = (9πmΓ_ee/α²) δ(s−m²).  (1)

**2. The same state in the Coulomb force**

Let this state couple to charge like a photon, but with squared strength z e². At spacelike momentum Q² it adds z/(Q²+m²) to the photon propagator 1/Q².

The decay width fixes z. For a pair of fermions of mass m_f, the spin sum contracted with −g^{μν} is

8 p₁·p₂ + 16m_f² = 4(s + 2m_f²).  (2)

The other term of the polarization sum vanishes by current conservation. For massless electrons this is 4m². Averaging over three polarizations and using two-body phase space 1/(8π),

Γ_ee = (1/2m)(1/8π)(4πα z)(4m²/3) = αzm/3.

Inserting this in (1) gives R = (3πm²z/α) δ(s−m²), or z δ(s−m²) = αR/(3πs). A continuous spectrum is a sum of such lines, because R and the propagator are both linear in the spectral strength at this order. Therefore

1/Q² → 1/Q² + (α/3π) ∫ds R(s)/[s(s+Q²)].

The coefficient of 1/Q² stays 1 because α is the coupling measured at long distance.

**3. From propagator to level shift**

For a static source, Q² = |**q**|². The Fourier transform of 4π/(**q**²+s) is e^(−√s r)/r, so the extra potential is

δV(r) = −(Zα/r)(α/3π) ∫ds [R(s)/s] e^(−√s r).

It is attractive, since R ≥ 0. Its range 1/√s is far below the Bohr radius a = 1/(Zμα), so the wave function can be taken at the origin. With

∫d³r e^(−√s r)/r = 4π ∫₀^∞ r e^(−√s r) dr = 4π/s,

the potential acts as

δV → −(4Zα²/3) M δ³(**r**), M = ∫ds R(s)/s².

This M is the required moment. For S states |ψ(0)|² = (Zμα)³/(πn³), hence

ΔE(nS) = −4α(Zα)⁴μ³M/(3πn³).  (3)

How good is the contact step? For 1S the density carries a factor e^(−2r/a), which changes 4π/s into

4π/(√s+2/a)² ≈ (4π/s)[1 − 4/(a√s)].

In hydrogen 1/a = 3.73 keV, while √s starts at 2m_μ = 0.211 GeV. The calculated correction to the muonic 1S shift is −4.3×10⁻⁵ of that shift. This measures only the contact step for a nonrelativistic wave function, not the accuracy of (3). The Dirac density grows as r^(2γ−2), with γ = √(1−(Zα)²), toward the origin. For a point proton this makes the muonic 1S shift larger in size than the contact value by 5.6×10⁻⁴. A line at 0.77 GeV gets 6.2×10⁻⁴, so the effect nearly cancels in the hadron-to-muon ratio.

For 2P the density vanishes as r² at the origin. Comparing the radial integrals at fixed s,

2P/2S = [1/(4a⁵s²)]/[1/(2a³s)] = 1/(2a²s).

Averaged over the muon spectrum, this nonrelativistic ratio is 6.7×10⁻¹¹. For 2P with j = 1/2 the small Dirac component, which does not vanish at the origin, gives more: a ratio of about 3α²/16 ≈ 1.0×10⁻⁵. P shifts are negligible here in either case.

The contact form requires Zμα ≪ √s. It fails for an electron loop in muonic hydrogen, where the inverse Bohr radius is 0.69 MeV (with the muon–proton reduced mass) and the loop threshold is about 1 MeV; there the 1S shift is only about a third of the contact value.

**4. The muon reference**

Relative to massless fermions, equation (2) gives a factor 1 + 2m_μ²/s, and phase space gives the velocity v = √(1−4m_μ²/s). Since 2m_μ²/s = (1−v²)/2,

R_μ = v(3−v²)/2.

From s = 4m_μ²/(1−v²) one finds ds = 8m_μ²v dv/(1−v²)², and so ds/s² = v dv/(2m_μ²). Then

M_μ = (1/4m_μ²) ∫₀¹ (3v²−v⁴) dv = (1/4m_μ²)(1−1/5) = 1/(5m_μ²).

Everything atomic in (3) cancels in the ratio:

ΔE_had/ΔE_μ = M_had/M_μ = 5m_μ² M_had.  (4)

Numerically M_μ = 17.915 GeV⁻². The quoted 0.67 is therefore the statement M_had ≈ 0.67 × 17.915 = 12.0 GeV⁻².

As a test of the normalization, the muonic 1S shift was also computed in momentum space from the one-loop Feynman-parameter integral. It agrees with the position-space result to better than one part in 10⁶.

Your quark difficulty is now visible. Three colours of u, d and s with a common mass m_q would give M = 3(4/9+1/9+1/9)/(5m_q²) = 2/(5m_q²). This diverges as m_q → 0 because free quarks would put strength at arbitrarily small s. The physical hadronic spectrum considered here starts at the two-pion threshold.

**5. Your value 0.45**

Equation (1) gives, for a sharp line,

M_V = 9πΓ_ee/(α²m³).

The hadronic inputs here are rough measured sizes. For the ρ, take m = 0.77 GeV and Γ_ee = 7.0 keV:

M_ρ = 9π(7.0×10⁻⁶)(137.036)²/(0.77)³ = 8.14 GeV⁻².

Dividing by 17.915 gives your 0.45. Two things are missing: the two-pion strength away from the ρ peak, and the other hadrons.

**6. A broad ρ**

The ρ decays almost wholly to two pions, so I model this channel with a pion form factor F(s). The pion current is (p₁−p₂)^μ F. Its contraction with −g_{μν} gives

−(p₁−p₂)²|F|² = (s−4m_π²)|F|² = sβ²|F|²,

where β is the pion velocity. Compared with 4s for massless fermions, and with a phase-space factor β,

R_ππ = β³|F|²/4.

For F choose

F(s) = (m²+cs)/[m²−s−imΓ(s)],
mΓ(s) = mΓ × (s/m²) × (β/β₀)³,

where Γ without an argument is the width at the peak and β₀ is β at s = m². The width is zero below threshold, so F(0) = 1, as the pion's charge requires. The form is a model and does not enforce full analyticity.

The peak height fixes c. At s = m² the cross section of section 1 gives

R_peak = [12πΓ_ee/(m²Γ)]/σ₀ = 9Γ_ee/(α²Γ) = 7.89

for Γ = 0.15 GeV. With m_π = 0.14 GeV, β₀ = 0.9315, and

|F(m²)| = √(4 × 7.887/0.9315³) = 6.25.

The model has |F(m²)| = (1+c)m/Γ, so c = 6.247 × 0.15/0.77 − 1 = 0.217.

Integrating R_ππ/s² up to s₀ = 1.5 GeV² gives 8.90 GeV⁻², against 8.14 for the sharp line. Energies below 0.6 GeV supply 2.1 GeV⁻² of this, a region where the sharp line has no strength. The net increase is smaller, because energies above 0.6 GeV supply only 6.8 GeV⁻², less than the 8.14 GeV⁻² of the sharp line. Within this model the increase does not require a finite width. If Γ is made small at fixed Γ_ee, c tends to −1 and F tends to 1 away from the peak, so point-like pion pairs with R = β³/4 remain beside the sharp line. Up to s₀ their moment is β₁⁵/(40m_π²) = 1.12 GeV⁻², where β₁ is β at s = s₀. The total in this limit is 8.14 + 1.12 = 9.26 GeV⁻², more than the 8.90 GeV⁻² found at Γ = 0.15 GeV. The dependence on Γ is not monotonic: the moment reaches about 9.38 GeV⁻² near Γ = 0.02 GeV. The narrow limit also depends on the form chosen for F. The numerator m²+cs²/m², which keeps F(0) = 1 and the peak height, gives 8.78 GeV⁻² at Γ = 0.15 GeV but about 11.5 GeV⁻² as Γ → 0. The split into a "width" part and a "continuum" part is therefore a feature of the model.

**7. The remaining hadrons**

The ω (0.78 GeV, Γ_ee = 0.60 keV) and the φ (1.0 GeV, 1.3 keV) are treated as sharp. Above s₀ I use the three-colour quark value R = 2, whose moment is 2/s₀. Charm adds 3 × 4/9 = 4/3 above s = 9 GeV², a rough step used in place of the charmonium lines and the open-charm threshold. Bottom quarks and QCD corrections are omitted. In GeV⁻²:

- ρ, as pion pairs: 8.90
- ω: 0.67
- φ: 0.69
- u, d, s continuum: 2/1.5 = 1.33
- charm: (4/3)/9 = 0.15

The sum, taken before rounding the entries, is M_had = 11.75 GeV⁻², of which the ρ channel provides 76 %. Equation (4) gives

ΔE_had/ΔE_μ = 11.75/17.915 = 0.66.

This supports "about 0.67" but does not establish the second digit. Changing the ρ mass by ±0.005 GeV, its Γ_ee by ±0.05 keV, and s₀ between 1.2 and 2.0 GeV² moves the ratio between 0.63 and 0.68. That range shows sensitivity to these inputs; it is not a full error estimate, since the line shape and the other inputs were held fixed. The ρ and φ masses above are rounded down and M_V goes as 1/m³. With less rounded inputs (ρ 0.7753 GeV, Γ = 0.149 GeV, Γ_ee = 7.04 keV; ω 0.7827 GeV; φ 1.0195 GeV, 1.27 keV; m_π = 0.1396 GeV) the same model gives 0.65. A sharper value needs the measured R(s) integrated directly, or the moment from lattice QCD.

**8. Size of the shifts**

For the muon loop in 1S, equation (3) becomes

ΔE_μ = −(4/15π) α⁵ μ (μ/m_μ)².

With μ = 0.51072 MeV and μ/m_μ = 4.8337×10⁻³, this is −2.096×10⁻¹¹ eV, or −5.07 kHz (−7.70×10⁻¹³ hartree). These are leading-order values; the relativistic correction of section 3 changes them to −2.097×10⁻¹¹ eV and −7.71×10⁻¹³ hartree. The model's hadronic shift is

0.656 × (−5.07 kHz) = −3.3 kHz (−5.1×10⁻¹³ hartree).

For 2S both are eight times smaller: −0.634 kHz and about −0.42 kHz. The ratio is unchanged, because at this order the atom enters both shifts through the same density at the origin.

The numerical output below lists the inputs and the separate moments.

Values computed for the example and the checks

```
1/alpha = 137.035999
muon mass = 0.1056584 GeV
reduced mass of hydrogen = 0.5107208 MeV
inverse Bohr radius mu*alpha = 3.7269 keV
rough input: pion mass = 0.14 GeV
rough input: rho mass = 0.77 GeV, width = 0.15 GeV
rough input: rho ee width = 7.0 keV
rough input: omega 0.78 GeV, ee 0.60 keV
rough input: phi 1.0 GeV, ee 1.3 keV
rough input: continuum from s0 = 1.5 GeV^2
rough input: charm from s = 9.0 GeV^2
pion velocity at rho peak = 0.9315
R at rho peak = 7.887
|F| at rho peak = 6.247, constant c = 0.2170
muon moment = 17.9152 GeV^-2
moment of rho (pion pairs) = 8.903 GeV^-2
moment of omega = 0.671 GeV^-2
moment of phi = 0.690 GeV^-2
moment of u,d,s continuum = 1.333 GeV^-2
moment of charm step = 0.148 GeV^-2
rho moment if narrow = 8.141 GeV^-2
rho moment from below 0.6 GeV = 2.11 GeV^-2
total hadronic moment = 11.75 GeV^-2
rho share of hadronic moment = 75.8 %
moment equivalent to 0.67 = 12.00 GeV^-2
ratio hadronic/muonic = 0.656
same ratio, finite-range potentials = 0.656
ratio for varied inputs = 0.628 to 0.682
varied: rho mass 0.765, 0.775 GeV; ee 6.95, 7.05 keV; s0 1.2, 2.0 GeV^2
1S muonic shift = -5.0681 kHz
1S hadronic shift = -3.323 kHz
2S muonic shift = -0.6335 kHz
2S hadronic shift = -0.415 kHz
1S muonic shift = -7.7026e-13 hartree
1S hadronic shift = -5.050e-13 hartree
muonic 1S: finite range/contact - 1 = -4.33e-05
muonic 2P shift / 2S shift = 6.67e-11
```
